# Effective temperature read by a weakly coupled oscillator on an ageing system

## Three thermometers, one sample

Three harmonic oscillators are connected, each in a separate run, to the same model glass at age $10^6$ and read at age $10^7$. All start equally cold. The oscillator of frequency 0.001 reads a temperature of 3.03, that of frequency 0.02 reads 1.92, and that of frequency 1 reads 1.02. The unit of temperature is that of the bath, and the unit of time is the relaxation time of the fast motion in the glass. Why do the readings differ, and what does each one measure?

The answer is a ratio of two properties of the undisturbed glass, its correlation spectrum and its loss, both taken at the frequency of the oscillator. The answer has conditions, and one of them fails when the thermometer is tuned to the slow motion of a glass whose relaxation time is comparable to its age.

## Setting and definitions

A classical oscillator with mass $m$, frequency $\omega_0$, position $x$ and velocity $v$ is coupled to an observable $O$ of the system by the energy $-a\,xO$. Its equation of motion is

$$m\dot v=-m\omega_0^2x+a\,O(t),\qquad \dot x=v .$$

The mean of $O$ in the undisturbed system is taken to be zero; a constant mean would merely displace the oscillator. The thermometer's energy is defined without the coupling term,

$$E=\tfrac12 mv^2+\tfrac12 m\omega_0^2x^2 .$$

An ageing system has no time-translation symmetry, so its correlation and response depend on two times. Let

$$C(t,s)=\langle O(t)O(s)\rangle ,\qquad \langle O(t)\rangle_h=\int_{-\infty}^{t}R(t,s)\,h(s)\,ds ,$$

where the field $h$ enters the energy as $-hO$. The oscillator therefore acts on the system as the field $h=ax$. Transforms are taken backwards from the time of observation:

$$S(\omega,t)=2\int_0^\infty C(t,t-u)\cos\omega u\,du ,$$

$$\chi'(\omega,t)=\int_0^\infty R(t,t-u)\cos\omega u\,du,\qquad \chi''(\omega,t)=\int_0^\infty R(t,t-u)\sin\omega u\,du .$$

The integrals end in practice where the memory of the system ends. The claim is that, to leading order in the coupling, the mean energy averaged over a cycle obeys

$$\frac{dE}{dt}=-\gamma\,(E-\Theta),\qquad \gamma=\frac{a^2\chi''(\omega_0,t)}{m\omega_0},\qquad \Theta=k_BT_{\rm eff}=\frac{\omega_0S(\omega_0,t)}{2\chi''(\omega_0,t)} .$$

The treatment is classical and requires $\hbar\omega_0\ll\Theta$.

## Energy balance

Differentiate $E$ and insert the equation of motion:

$$\frac{dE}{dt}=mv\dot v+m\omega_0^2xv=v(-m\omega_0^2x+aO)+m\omega_0^2xv=a\,Ov .$$

The spring terms cancel. The explicit factor $a$ means that $\langle Ov\rangle$ is needed to first order in $a$ if the power is wanted to second order.

To zeroth order the oscillator moves freely, with position $x_0(t)$ and velocity $v_0(t)$ fixed by its initial conditions, and the system follows its undisturbed motion $O_0(t)$. The two are independent and $O_0$ has zero mean, so $\langle O_0v_0\rangle=0$. Two first-order terms remain: the system's noise moves the oscillator, or the oscillator's motion moves the system.

**Noise heating.** A unit impulse of force changes the velocity by $1/m$, and free motion turns this into $\cos(\omega_0u)/m$ after a time $u$. The first-order velocity caused by $O_0$ since the connection time $t_c$ is

$$v_1(t)=\frac am\int_0^{t-t_c}\cos(\omega_0u)\,O_0(t-u)\,du .$$

Multiply by $aO_0(t)$ and average:

$$a\langle O_0v_1\rangle=\frac{a^2}{m}\int_0^{t-t_c}C(t,t-u)\cos(\omega_0u)\,du\;\longrightarrow\;\frac{a^2}{2m}S(\omega_0,t).$$

The factor $\tfrac12$ comes from the 2 in the definition of $S$. The missing part of the integral is a switching transient; for slow forces it oscillates at $\omega_0$ and leaves no steady power.

**Back-action.** For given initial conditions, $x_0(t)$ is a definite path. The mean response of the system to it is, by the definition of $R$, $a\int R(t,t-u)x_0(t-u)\,du$. Free motion traced backwards from time $t$ gives

$$x_0(t-u)=x_0\cos\omega_0u-\frac{v_0}{\omega_0}\sin\omega_0u ,$$

with $x_0,v_0$ on the right taken at $t$. The minus sign appears because an oscillator moving forward was previously further back. Multiplying the response by $av_0$ and averaging over initial conditions yields

$$a^2\left[\chi'\langle x_0v_0\rangle-\frac{\chi''}{\omega_0}\langle v_0^2\rangle\right].$$

Over a cycle $x_0v_0=\tfrac12\,d(x_0^2)/dt$ averages to zero. Half the energy is kinetic on average, so $\tfrac12m\langle v_0^2\rangle=\tfrac12E$ and $\langle v_0^2\rangle=E/m$. The back-action power is thus $-a^2\chi''E/(m\omega_0)=-\gamma E$.

Adding the two powers gives

$$\frac{dE}{dt}=\frac{a^2S}{2m}-\gamma E=-\gamma\left(E-\frac{a^2S}{2m\gamma}\right),\qquad \frac{a^2S}{2m\gamma}=\frac{\omega_0S}{2\chi''}=\Theta .$$

The coupling constant cancels from the fixed point but not from the rate. A weaker thermometer approaches the same reading more slowly.

The step from one short interval to the whole history assumes that $\gamma\ll\omega_0$ and that $S$ and $\chi''$ are smooth near $\omega_0$ over a frequency width $\gamma$. If $\chi''(\omega_0)$ is negative, the system feeds the oscillator's motion, $\gamma$ is negative, and there is no stable reading at this order.

## Equilibrium and a driven, non-Gaussian case

In equilibrium at temperature $T$ the functions depend on $u=t-s$ alone, and the classical fluctuation-dissipation theorem states $R(u)=-(1/k_BT)\,dC/du$. Integrate by parts:

$$\chi''=-\frac1{k_BT}\Big[C(u)\sin\omega u\Big]_0^\infty+\frac{\omega}{k_BT}\int_0^\infty C(u)\cos\omega u\,du=\frac{\omega S}{2k_BT}.$$

The bracket vanishes at zero because of the sine and at infinity because correlations decay. Hence $\Theta=k_BT$ at every frequency with nonzero loss.

The derivation used the pair correlation and the mean linear response of $O$. It did not assume that $O$ is Gaussian. A test of this point uses a system that jumps among three unequal levels, with $O$ taking a different value in each. A drive of $2.0\,k_BT$ per step favours one sense around the ring, so a probability current flows and detailed balance is broken. The jump rates respond linearly to the field $ax$. The stationary joint distribution of the state, $x$ and $v$ was computed for $m=1$ and compared with the ratio found from the isolated ring.

At $\omega_0=2$ the ratio predicts 1.3260. The oscillator reads 1.3148 for $a=0.2$ and 1.3232 for $a=0.1$. The errors, 0.0112 and 0.0028, differ by a factor of four, as expected for a correction proportional to $a^2$. At $\omega_0=6$ the prediction is 1.1639 and the reading for $a=0.1$ is 1.1637. The same driven system has different effective temperatures at the two frequencies. With the drive removed, both ratios return to the bath temperature.

## An ageing system with two sectors

From here on $m=1$, the bath has $k_BT=1$, and the fast relaxation time is 1. The observable is $O=y_f+y_s$, a fast part and an independent slow part. Each part obeys

$$\dot y_i=\frac{-y_i+\chi_ih}{\tau_i}+\sqrt{\frac{2\chi_i\theta_i}{\tau_i}}\;\xi_i(t),$$

where $\xi_i$ is unit white noise. Both static susceptibilities are $\chi_i=1$. The fast part has $\tau_f=1$ and $\theta_f=1$. The slow part has

$$\tau_s(t)=\sqrt t,\qquad \theta_s(t)=1+2\left(\frac{t}{10^7}\right)^{-0.1}.$$

At age $10^7$ these give $\tau_s=3162$ and $\theta_s=3$. The slow temperature is prescribed; it is not derived from the interactions of a microscopic glass. Relaxation times that grow more slowly than the age, as here, are called sub-ageing.

Without a field, the variance obeys $d\langle y_i^2\rangle/dt=-(2/\tau_i)(\langle y_i^2\rangle-\chi_i\theta_i)$, so it follows $\chi_i\theta_i$ closely when $\theta_i$ changes little in a time $\tau_i$. If $\tau_i$ also changes little over the memory, then

$$C_i=\chi_i\theta_ie^{-u/\tau_i},\qquad R_i=\frac{\chi_i}{\tau_i}e^{-u/\tau_i}.$$

The standard integrals of an exponential with a cosine and a sine give

$$S_i=\frac{2\chi_i\theta_i\tau_i}{1+\omega^2\tau_i^2},\qquad \chi_i''=\frac{\chi_i\,\omega\tau_i}{1+\omega^2\tau_i^2},\qquad\text{so}\qquad S_i=\frac{2\theta_i\chi_i''}{\omega}.$$

Spectra of independent parts add. Inserting the sums into the definition of $\Theta$ gives

$$\Theta(\omega_0)=\frac{\theta_f\chi_f''+\theta_s\chi_s''}{\chi_f''+\chi_s''}.$$

The thermometer weights each sector by its loss at $\omega_0$, not by its total fluctuation. For $1/\tau_s\ll\omega_0\ll1$ the losses are $\chi_s''\approx1/(\omega_0\tau_s)$ and $\chi_f''\approx\omega_0$. They are equal at $\omega_0=1/\sqrt{\tau_s}\approx0.018$. Well below this frequency $\Theta$ is close to the slow temperature, and well above it to that of the bath. The thermometer must also have time to reach $\Theta$, which fails at very low frequency: with the coupling used below, an oscillator of frequency $10^{-5}$ connected at age $10^6$ with energy 0.5 still reads only 0.55 at age $10^7$.

## The numbers worked through

The coupling of each thermometer is set by its relative static pull,

$$\kappa=\frac{a^2(\chi_f+\chi_s)}{m\omega_0^2}=0.02 ,$$

held fixed while $\omega_0$ is changed. Each sector contributes $\kappa_i=0.01$. With $\chi(0)=\chi_f+\chi_s=2$, the damping rate becomes $\gamma=\kappa\omega_0\chi''/\chi(0)$.

For $\omega_0=0.001$, quadrature of the two-time functions gives $S=1726.9$ and $\chi''=0.2885$. Then

$$\Theta=\frac{0.001\times1726.9}{2\times0.2885}=2.99,\qquad \gamma=\frac{0.02\times0.001\times0.2885}{2}=2.9\times10^{-6}.$$

For $\omega_0=0.02$, $S=6.741$ and $\chi''=0.03580$ give $\Theta=0.02\times6.741/0.07160=1.88$. The loss-weighted mean shows where this number comes from: the slow loss is 0.0158 and the fast loss 0.0200, so

$$\Theta=\frac{3\times0.0158+1\times0.0200}{0.0358}=1.88 .$$

For $\omega_0=1$, $S=1.0019$ and $\chi''=0.5003$ give $\Theta=1.00$.

The readings were obtained separately, by propagating the covariances of the coupled oscillator and glass from age $10^6$. They are 3.03, 1.92 and 1.02, above the predictions by 1.26, 1.85 and 2.05 percent of the predicted values. These differences are larger than the change on halving the time step, which is below $10^{-4}$, and have physical causes.

## Why the readings are slightly high

Consider $\omega_0=1$. The slow force hardly changes during a period and displaces the oscillator by $ay_s/(m\omega_0^2)$. The potential energy of this displacement has the mean

$$\frac{m\omega_0^2}{2}\,\frac{a^2\langle y_s^2\rangle}{m^2\omega_0^4}=\frac{\kappa_s\theta_s}{2}=0.015 .$$

The leading-order result for $\Theta$ omits this energy, which is proportional to $a^2$.

The fast sector, which is at bath temperature, also softens the spring. Minimising $y_f^2/(2\chi_f)-axy_f$ over $y_f$ gives $-a^2\chi_fx^2/2$, so the stiffness falls by the factor $1-\kappa_f$. In joint equilibrium the potential part of $E$ rises from $\tfrac12$ to $\tfrac12/(1-\kappa_f)$, an excess of about $\kappa_f/2=0.005$. The sum is 0.020; the computed error is 0.0205. Halving $a^2$ reduces it to 0.0101, as a leading error proportional to $a^2$ should.

At $\omega_0=0.001$ the oscillator exchanges energy almost entirely with the slow sector, while the fast sector follows its motion. Both soften the spring, and the excess is about $\Theta\kappa/2=0.030$. The observed excess is 0.038. Most of the remainder is a lag, treated next.

## Warming and lag

If the sample's properties are frozen, the rate equation integrates to

$$E(t)=\Theta+(E_0-\Theta)e^{-\gamma t},$$

with $t$ counted from the connection. A thermometer started from zero energy should reach $\Theta(1-e^{-1})=1.89$ after a time $1/\gamma=3.5\times10^5$ at $\omega_0=0.001$. The coupled equations give 1.93. The difference is 1.3 percent of $\Theta$, similar in size to the static coupling error.

If $\Theta$ drifts, write $E=\Theta+\delta$. Substitution gives $\dot\delta=-\gamma\delta-\dot\Theta$. When $\dot\Theta$ and $\gamma$ vary little during $1/\gamma$, the initial difference dies out and $\dot\delta$ can be neglected beside $\gamma\delta$:

$$\delta\approx-\frac{\dot\Theta}{\gamma}=-\frac{1}{\gamma t}\,\frac{d\Theta}{d\ln t}.$$

Here $t$ is again the age. A cooling sample makes the reading too high. At $\omega_0=0.001$ the product $\gamma t$ is 28.8 and the formula gives a lag of 0.0070. Subtracting the reading for frozen properties from the reading for the ageing sample gives 0.0072. With the coupling excess of 0.030 this accounts for 0.037 of the observed 0.038.

The two errors compete: reducing $a^2$ lowers the static error in proportion but lengthens the lag in inverse proportion. A useful thermometer therefore needs

$$\frac1t\ll\gamma\ll\omega_0,\qquad \kappa\ll1 ,$$

with the first inequality strengthened if $\Theta$ changes strongly with $\ln t$. The last condition is enough only if no sector is much hotter than $\Theta$, because the displacement energy $\kappa_s\theta_s/2$ must also be small beside $\Theta$. With $\theta_s=100$ and the other parameters unchanged, the thermometer at $\omega_0=1$ would read 1.58 where $\Theta=1.06$.

## Where a single thermometer fails

In simple ageing the slow relaxation time is proportional to the age. If the constant of proportionality is of order one, probing the slow motion near its loss peak means $\omega_0t\sim1$. Then $\gamma t=(\gamma/\omega_0)\,\omega_0t\ll1$, because weak coupling demands $\gamma\ll\omega_0$. Even where the correlation-to-loss ratio is well defined, this thermometer has no time to reach it.

The two-sector model shows the failure when $\tau_s=\sqrt t$ is replaced by $\tau_s=t$. An oscillator with $\omega_0=10^{-6}$ and $\kappa=0.02$ is connected at age $10^6$ with energy 0.5. At age $10^7$ it reads 0.58, although the slow temperature is 3.0. It is even colder than the bath.

An estimate gives the order of magnitude of the small rise. Using the exponential form of the slow loss, which is rough here because $\tau_s$ changes during its own memory, the accumulated damping is

$$\int_{t_1}^{t_2}\gamma\,dt=\kappa_s\int_{t_1}^{t_2}\frac{\omega_0^2t}{1+\omega_0^2t^2}\,dt=\frac{\kappa_s}{2}\ln\frac{1+\omega_0^2t_2^2}{1+\omega_0^2t_1^2}.$$

With $\omega_0t_1=1$ and $\omega_0t_2=10$ this is $0.005\ln(101/2)=0.020$. By this estimate the thermometer covers about two percent of its distance to the slow temperature. That distance lies between 2.4 and 3.0 during the run, so the expected rise is 0.05 to 0.06; the computed rise is 0.08. For $\tau_s=t$ the slow response is exactly $R=\chi_s/t$, independent of the earlier time, so the loss built up since connection is $\chi_s[1-\cos\omega_0(t-t_1)]/(\omega_0t)$. It oscillates and periodically vanishes, and near those ages the ratio has no meaning as a temperature. The energy balance with these exact two-time functions gives a rise of 0.074. Waiting helps little, since the slow contribution grows only logarithmically with age.

The conflict disappears once $\tau_s$ is a small enough fraction of the age, whether through sub-ageing or through simple ageing with a small constant of proportionality: for $\tau_s=10^{-3}t$ and $\omega_0=10^{-4}$, with the same $\kappa$ and ages, the reading is 3.00. At $\omega_0=1/\tau_s$ the slow loss is $\chi_s/2$, so $\gamma t\approx\kappa_st/(2\tau_s)$, and this must be well above 1. Many periods within the age are necessary but not sufficient. In the example $\omega_0t=10^4$ for the slowest thermometer, enough to leave $\gamma t=28.8$ after the small factor $\gamma/\omega_0=0.0029$.

## The thermometer's own losses

The calculation gives the oscillator no friction besides that of the sample. A physical resonator also loses energy to its support or circuit. If these losses belong to a bath at temperature $T_b$ and have rate $\gamma_b$, they add $-\gamma_b(E-k_BT_b)$ to the energy balance. Setting the total to zero gives

$$E=\frac{\gamma\Theta+\gamma_bk_BT_b}{\gamma+\gamma_b}.$$

This is again a mean weighted by losses. For the slowest thermometer, a parasitic rate equal to $\gamma$ would lower the ideal fixed point from 2.99 to $(2.99+1)/2=2.00$. That would happen at an intrinsic quality factor $\omega_0/\gamma_b$ of about 350. To read the sample, the intrinsic quality factor must be well above $\omega_0/\gamma$; otherwise both rates and the bath temperature must be known and the reading corrected.

The example represents no particular material, and its readings are not predictions for one. Applying the result to a real glass requires the measured or calculated $S(\omega_0,t)$ and $\chi''(\omega_0,t)$ of the observable to which the resonator couples. A different observable may have a different ratio, because the derivation does not make $T_{\rm eff}$ a property of the whole system. The numerical output below gives the values for all three frequencies.

## Values computed for the example and the checks

```
three-state system: drive per step = 2.0 kB*T(bath)
  w0=2: ratio Teff=1.32604, reading a=0.2: 1.31482, a=0.1: 1.32323 (bath T)
  w0=6: ratio Teff=1.16392, reading a=0.2: 1.16312, a=0.1: 1.16372 (bath T)
ageing model: connected at age 1e+06, read at age 1e+07 (fast times)
  start energy of thermometer = 0.5 kB*T(bath), static pull = 0.020
  slow relaxation time at reading = 3162.3 (fast times)
  slow temperature: at connection 3.5179, at reading 3.0000 (bath T)
  w0=0.001 (1/fast time): S=1726.9, loss=0.28849
    Teff=2.9930, reading=3.0309 (bath T), difference=1.26 %
    gamma=2.885e-06 (1/fast time), gamma/w0=2.88e-03, gamma*age=28.8
    shift on halving the time step=-9.6e-06 (bath T)
  w0=0.02 (1/fast time): S=6.7413, loss=0.035799
    Teff=1.8831, reading=1.9179 (bath T), difference=1.85 %
    gamma=7.160e-06 (1/fast time), gamma/w0=3.58e-04, gamma*age=71.6
    shift on halving the time step=-3.8e-05 (bath T)
  w0=1 (1/fast time): S=1.0019, loss=0.50032
    Teff=1.0013, reading=1.0218 (bath T), difference=2.05 %
    gamma=5.003e-03 (1/fast time), gamma/w0=5.00e-03, gamma*age=50031.6
    shift on halving the time step=-2.2e-06 (bath T)
coupling error at w0=1: 0.02053, with a^2 halved 0.01013 (bath T)
w0=0.001 heated for 1/gamma=3.466e+05 (fast times): 1.9316, law 1.8919 (bath T)
w0=0.001 lag: 0.00716, law 0.00701 (bath T)
simple ageing, w0=1e-06 (1/fast time): reading=0.5761, slow temperature=3.0000 (bath T)
```
